# Hyperfine structure of vibrational levels and transitions in HD⁺ at N=0

## Problem

The molecular ion HD⁺ consists of a proton, a deuteron and one electron. Take it in its electronic ground state, in a vibrational level \(v\) with total orbital angular momentum \(N=0\) and without external fields. The spins, in units of \(\hbar\), are \(s=\tfrac12\), \(I_p=\tfrac12\) and \(I_d=1\), so the level holds \(2\cdot2\cdot3=12\) states. Spin energies are written as frequencies (energy divided by \(h\)), and the effective spin Hamiltonian is taken as
\[
H=E_4\,\mathbf s\cdot\mathbf I_p+E_5\,\mathbf s\cdot\mathbf I_d .
\]

(a) Express \(E_4\) and \(E_5\) through the electron density, and state what this form of \(H\) leaves out.
(b) Diagonalize \(H\).
(c) Find the lines of a transition \((v,0)\to(v',0)\) and their strengths, define the spin-averaged frequency \(f_{\rm sa}\), and show how it follows from the lines.
(d) Evaluate everything for \((0,0)\to(1,0)\) in the nonrelativistic Born–Oppenheimer approximation with point nuclei.

## First estimate by scaling

### The contact constant

A nuclear moment \(\boldsymbol\mu_k\) at the origin has the vector potential \(\mathbf A=(\mu_0/4\pi)\,\boldsymbol\mu_k\times\mathbf n/r^2\), with \(\mathbf n=\mathbf r/r\). The integral of \(\mathbf B=\nabla\times\mathbf A\) over a ball is a surface integral. With \(\mathbf n\times(\boldsymbol\mu_k\times\mathbf n)=\boldsymbol\mu_k-\mathbf n(\mathbf n\cdot\boldsymbol\mu_k)\) and \(\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}\),
\[
\int\mathbf B\,dV=\oint\mathbf n\times\mathbf A\,r^2d\Omega=\frac{\mu_0}{4\pi}\left(4\pi-\frac{4\pi}{3}\right)\boldsymbol\mu_k=\frac23\mu_0\boldsymbol\mu_k .
\]
This holds for every radius, so \(\mathbf B\) contains \(\tfrac23\mu_0\boldsymbol\mu_k\,\delta^3(\mathbf r)\) besides the ordinary dipole field, whose angular average vanishes. The electron's energy in the delta term is \(-\tfrac23\mu_0\,\boldsymbol\mu_e\cdot\boldsymbol\mu_k\,\rho_k\), where \(\rho_k\) is the electron density at nucleus \(k\). With \(\boldsymbol\mu_e=-g_e\mu_B\mathbf s\) (\(g_e>0\)) and \(\boldsymbol\mu_k=g_k\mu_N\mathbf I_k\) the two minus signs cancel:
\[
E_4=Kg_p\langle\rho_p\rangle,\qquad E_5=Kg_d\langle\rho_d\rangle,\qquad K=\frac{2\mu_0g_e\mu_B\mu_N}{3h}.
\]
The CODATA values \(g_e=2.002319\), \(\mu_B=9.274010\times10^{-24}\) J/T and \(\mu_N=5.050784\times10^{-27}\) J/T give \(K=1.185829\times10^{-22}\) Hz m³. The nuclear factors, each the moment in nuclear magnetons divided by the spin, are \(g_p=5.585695\) and \(g_d=0.857438\), with ratio \(6.51440\).

For a hydrogen atom with a fixed proton, \(\rho_H=1/(\pi a_0^3)=2.14806\times10^{30}\) m⁻³ (\(a_0=5.291772\times10^{-11}\) m) and \(Kg_p\rho_H=1422.81\) MHz. If the electron of HD⁺ sits on each nucleus with probability one half in an undistorted 1s orbital, then \(E_4\approx1422.81/2\approx711\) MHz and \(E_5\approx711/6.514\approx109\) MHz.

### Levels to first order in \(E_5/E_4\)

Since \(E_5/E_4\approx0.15\), the proton is coupled first: \(\mathbf F=\mathbf s+\mathbf I_p\), then \(\mathbf J=\mathbf F+\mathbf I_d\). Squaring \(\mathbf F\) gives \(\mathbf s\cdot\mathbf I_p=\tfrac12[F(F+1)-\tfrac32]\), which is \(\tfrac14\) for \(F=1\) and \(-\tfrac34\) for \(F=0\). For the deuteron term write
\[
\mathbf s=\tfrac12\mathbf F+\tfrac12(\mathbf s-\mathbf I_p).
\]
The second part changes sign when the two spins \(\tfrac12\) are exchanged. The triplet is symmetric and the singlet antisymmetric under this exchange, so the second part connects \(F=1\) only with \(F=0\). The diagonal elements come from \(\tfrac12\mathbf F\cdot\mathbf I_d\). They vanish for \(F=0\), and for \(F=1\)
\[
\langle\mathbf s\cdot\mathbf I_d\rangle=\tfrac14[J(J+1)-2-2]=\tfrac12,\,-\tfrac12,\,-1\quad\text{for }J=2,1,0 .
\]
With \(E_4/4\approx178\) MHz the triplet levels are estimated at \(232\), \(123\) and \(69\) MHz for \(J=2,1,0\), and the singlet level, with \(J=1\), at \(-534\) MHz. The two \(J=1\) levels can mix, with a probability of order \((E_5/E_4)^2\approx0.024\) and a repulsion of order \(E_5^2/E_4\approx17\) MHz.

### Vibrational scales

Let \(\mu\) be the nuclear reduced mass, \(1223.8992\,m_e\), so that \(\sqrt{m_e/\mu}=0.0286\). A force constant of order \(E_h/a_0^2\), with \(E_h=\hbar^2/(m_ea_0^2)=4.359745\times10^{-18}\) J, gives \(\hbar\omega\sim E_h\sqrt{m_e/\mu}\approx1.25\times10^{-19}\) J, or \(f\sim188\) THz. One quantum raises the mean square displacement by \(\hbar/(\mu\omega)\sim a_0^2\sqrt{m_e/\mu}\), and the cubic part of the potential moves the mean distance by this amount divided by a length of order \(a_0\). If \(\rho\) varies on the scale \(a_0\), both effects change \(\langle\rho\rangle\) by a fraction of order \(0.03\), of undetermined sign. Each line is then displaced by about this fraction of its spin energy, the largest by \(0.0286\times534\approx15\) MHz, about \(10^{-7}\) of \(f\).

## Exact solution

### What the Hamiltonian keeps

The delta term also couples the two nuclear moments, giving \(\mathbf I_p\cdot\mathbf I_d\) times the probability density for the nuclei to coincide, which their Coulomb repulsion makes negligible. Every other first-order spin term contains an orbital operator of rank 1 (spin–orbit and spin–rotation couplings) or rank 2 (electron–nucleus and proton–deuteron dipolar couplings, deuteron quadrupole coupling). An \(N=0\) state is rotationally invariant, so the expectation value of an orbital vector or rank-2 tensor in it is zero. The effective Hamiltonian is then a scalar built from spins alone and commutes with \(\mathbf J\).

Such scalars can be listed. Operators on a spin \(\tfrac12\) have rank 0 or 1, those on a spin 1 have rank 0, 1 or 2, and three ranks \((k_e,k_p,k_d)\) couple to one scalar when they satisfy the triangle rule. The cases are \((000)\), \((110)\), \((101)\), \((011)\), \((111)\) and \((112)\):
\[
1,\quad\mathbf s\cdot\mathbf I_p,\quad\mathbf s\cdot\mathbf I_d,\quad\mathbf I_p\cdot\mathbf I_d,\quad\mathbf s\cdot(\mathbf I_p\times\mathbf I_d),\quad Q=\sum_{ij}s_iI_{p,j}\left(\{I_{d,i},I_{d,j}\}-\tfrac43\delta_{ij}\right),
\]
where \(\tfrac43=\tfrac23I_d(I_d+1)\) removes the rank-0 part. The count of six agrees with Schur's lemma: \(J=2\) and \(J=0\) occur once and \(J=1\) twice, giving \(1+1+2^2=6\) parameters. The triple product has three spin factors, is odd under time reversal and is excluded. The two-constant \(H\) is therefore a truncation. It drops \(\mathbf I_p\cdot\mathbf I_d\) and \(Q\), for which no first-order term above supplies an appreciable coefficient but which higher orders may generate.

All operators except \(1\) have nonzero rank in at least one spin and hence zero trace. This fixes the definition: if \(H_{\rm eff}\) is the full effective Hamiltonian on the 12 states, the spin-averaged energy is \(E_{\rm sa}=\tfrac1{12}\operatorname{Tr}H_{\rm eff}\), and \(f_{\rm sa}=E'_{\rm sa}-E_{\rm sa}\), primes marking the upper level. This is not the same as the energy with all magnetic moments set to zero. A second-order term in the proton coupling brings \((\mathbf s\cdot\mathbf I_p)^2=\tfrac3{16}-\tfrac12\mathbf s\cdot\mathbf I_p\) (both sides equal \(\tfrac1{16}\) in the triplet and \(\tfrac9{16}\) in the singlet), and its part \(\tfrac3{16}\) belongs to \(E_{\rm sa}\).

### Eigenvalues and eigenvectors

The levels \(J=2\) and \(J=0\) arise only from \(F=1\), so their first-order values are exact:
\[
E_{2}=\frac{E_4}{4}+\frac{E_5}{2},\qquad E_{0}=\frac{E_4}{4}-E_5 .
\]
For \(J=1\) and fixed projection, \(\mathbf s\cdot\mathbf I_d\) is a \(2\times2\) matrix in the basis \((F=1,F=0)\) with diagonal \((-\tfrac12,0)\) and an off-diagonal element \(b\). The same space is spanned by coupling \(\mathbf j=\mathbf s+\mathbf I_d\) first, with \(j=\tfrac32\) or \(\tfrac12\), each of which combines with \(I_p\) to \(J=1\). There \(\mathbf s\cdot\mathbf I_d=\tfrac12[j(j+1)-\tfrac34-2]\) equals \(\tfrac12\) and \(-1\). The determinant does not depend on the basis, so \((-\tfrac12)(0)-|b|^2=(\tfrac12)(-1)\) and \(|b|^2=\tfrac12\). The phase of the \(F=0\) state is chosen to make \(b=+1/\sqrt2\). Separating the mean of the diagonal, \(\tfrac12(\tfrac14E_4-\tfrac12E_5-\tfrac34E_4)=-\tfrac14(E_4+E_5)\), from half the difference, \(\tfrac12(E_4-\tfrac12E_5)\), gives
\[
\begin{pmatrix}\frac{E_4}{4}-\frac{E_5}{2}&\frac{E_5}{\sqrt2}\\[2pt]\frac{E_5}{\sqrt2}&-\frac{3E_4}{4}\end{pmatrix}
=-\frac{E_4+E_5}{4}+\frac D2\begin{pmatrix}\cos2\theta&\sin2\theta\\\sin2\theta&-\cos2\theta\end{pmatrix},
\]
with \(D\cos2\theta=E_4-\tfrac12E_5\), \(D\sin2\theta=\sqrt2E_5\) and \(D>0\). Adding the squares,
\[
D^2=E_4^2-E_4E_5+\tfrac14E_5^2+2E_5^2=E_4^2-E_4E_5+\tfrac94E_5^2 .
\]
The last matrix maps \((\cos\theta,\sin\theta)\) to \((\cos(2\theta-\theta),\sin(2\theta-\theta))\), which is the same vector. Being symmetric and traceless, it has the eigenvalue \(-1\) on the orthogonal vector. Hence
\[
E_\pm=-\frac{E_4+E_5}{4}\pm\frac D2,\qquad
|+\rangle=\cos\theta|F{=}1\rangle+\sin\theta|F{=}0\rangle,\qquad
|-\rangle=-\sin\theta|F{=}1\rangle+\cos\theta|F{=}0\rangle .
\]
\(F\) is a good label only up to the admixture \(\sin^2\theta\). For \(E_5=0\), \(D=E_4\), and nine states lie at \(E_4/4\) and three at \(-3E_4/4\). For \(E_4=0\), \(D=\tfrac32E_5\), and eight states lie at \(E_5/2\) and four at \(-E_5\), the \(j=\tfrac32\) and \(j=\tfrac12\) multiplets doubled by the idle proton spin.

The trace vanishes explicitly, since \(E_++E_-=-\tfrac12(E_4+E_5)\):
\[
5E_2+3(E_++E_-)+E_0=E_4\left(\tfrac54-\tfrac32+\tfrac14\right)+E_5\left(\tfrac52-\tfrac32-1\right)=0 .
\]
The constants follow back from the levels: \(E_2-E_0=\tfrac32E_5\), so \(E_5=\tfrac23(E_2-E_0)\) and \(E_4=-2(E_++E_-)-E_5\). There are three intervals and two constants, so a measured set of intervals overdetermines the truncated \(H\).

### Lines and strengths

The electric dipole \(\mathbf d\) is an orbital vector and cannot connect \(N=0\) with \(N'=0\), so the transition is forbidden for one electric-dipole photon. Two photons of linear polarization \(\boldsymbol\epsilon\) (between two \(N=0\) states only the scalar part, proportional to \(\boldsymbol\epsilon\cdot\boldsymbol\epsilon\), survives, and it vanishes for circular polarization) drive it through \(N=1\) states \(n\), with the operator \(\sum_n(\mathbf d\cdot\boldsymbol\epsilon)|n\rangle\langle n|(\mathbf d\cdot\boldsymbol\epsilon)/\Delta_n\), where \(\Delta_n\) is the detuning of one photon from state \(n\). If spin energies are neglected against \(\Delta_n\), the sum over the spin states of \(n\) is complete and the operator is the identity on the spins. Each term of the sum is corrected by at most relative order \(E_4/\Delta_n\). The relative correction to the total amplitude is larger than this where terms of opposite sign cancel. Here \(f\) is the total frequency, the sum of the two photon frequencies.

For equal populations of the 12 lower states and weak excitation, the strength from level \(\beta\) to level \(\alpha\) is the sum of \(|\langle\alpha'M'|\beta M\rangle|^2\) over projections, \(W_{\alpha\beta}=\operatorname{Tr}(P'_\alpha P_\beta)\), with \(P\) the spin projectors. States of different \(J\) or \(M\) are orthogonal, so \(\Delta J=0\), \(W_{22}=5\) and \(W_{00}=1\). With \(\delta=\theta'-\theta\), \(\langle+'|+\rangle=\cos\theta'\cos\theta+\sin\theta'\sin\theta=\cos\delta\) and \(\langle+'|-\rangle=-\cos\theta'\sin\theta+\sin\theta'\cos\theta=\sin\delta\). Thus \(W_{++}=W_{--}=3\cos^2\delta\) and \(W_{+-}=W_{-+}=3\sin^2\delta\). For small \(\delta\) there are four strong lines and two weak ones, at \(f_{\alpha\beta}=f_{\rm sa}+E'_\alpha-E_\beta\).

### Recovering \(f_{\rm sa}\)

The projectors sum to the identity, so for all six lines
\[
\sum_{\alpha\beta}W_{\alpha\beta}(E'_\alpha-E_\beta)=\sum_\alpha E'_\alpha\operatorname{Tr}P'_\alpha-\sum_\beta E_\beta\operatorname{Tr}P_\beta=\operatorname{Tr}H'-\operatorname{Tr}H=0 .
\]
The intensity centroid of all six lines is \(f_{\rm sa}\). Unequal populations or saturation change the weights and spoil this.

For the strong lines put \(\Delta_\alpha=E'_\alpha-E_\alpha\). Subtracting the trace rules of the two levels gives \(5\Delta_2+3\Delta_++3\Delta_-+\Delta_0=0\), so
\[
f_{\rm sa}=\tfrac1{12}\left(5f_{22}+3f_{++}+3f_{--}+f_{00}\right).
\]
This uses line positions only. It rests on zero trace and on the degeneracies, so it stays exact when \(\mathbf I_p\cdot\mathbf I_d\) and \(Q\) are added. The weights are the only ones valid for arbitrary constants. With \(\delta E_k=E'_k-E_k\) and weights \(w_\alpha\),
\[
\sum_\alpha w_\alpha\Delta_\alpha=\frac{w_2+w_0-w_+-w_-}{4}\,\delta E_4+\left(\frac{w_2}{2}-w_0-\frac{w_++w_-}{4}\right)\delta E_5+\frac{w_+-w_-}{2}(D'-D).
\]
At fixed \(\delta E_4\) and \(\delta E_5\), \(D'-D\) still varies with the lower-level constants, so \(w_+=w_-=w\). Then \(w_2+w_0=2w\), and unit sum requires \(4w=1\). Adding \(w_2+w_0=\tfrac12\) to \(\tfrac12w_2-w_0=\tfrac18\) gives \(\tfrac32w_2=\tfrac58\), so \(w_2=\tfrac5{12}\) and \(w_0=\tfrac1{12}\). Equal weights \(\tfrac14\) leave \((\tfrac18-\tfrac14-\tfrac18)\,\delta E_5=-\tfrac14\delta E_5\). Intensity weights on the strong lines alone leave
\[
\frac{5\Delta_2+\Delta_0+3\cos^2\delta\,(\Delta_++\Delta_-)}{6+6\cos^2\delta}=-\frac{3\sin^2\delta\,(\Delta_++\Delta_-)}{12-6\sin^2\delta},
\]
by the trace rule with \(\cos^2\delta=1-\sin^2\delta\).

If one line is measured, \(f_{\rm sa}=f_{\alpha\alpha}-\Delta_\alpha\) needs computed constants. By the Hellmann–Feynman theorem the sensitivities are \(\gamma_4=\partial E/\partial E_4=\langle\mathbf s\cdot\mathbf I_p\rangle\) and \(\gamma_5=\partial E/\partial E_5=\langle\mathbf s\cdot\mathbf I_d\rangle\). They are \((\tfrac14,\tfrac12)\) for \(J=2\) and \((\tfrac14,-1)\) for \(J=0\). Differentiating \(D^2\) gives \(2D\,\partial D/\partial E_4=2E_4-E_5\) and \(2D\,\partial D/\partial E_5=\tfrac92E_5-E_4\), so
\[
\gamma_4^\pm=-\frac14\pm\frac{2E_4-E_5}{4D},\qquad\gamma_5^\pm=-\frac14\pm\frac{\frac92E_5-E_4}{4D}.
\]
Errors \(e_k\), \(e'_k\) in the constants displace the extracted \(f_{\rm sa}\) by \(-\sum_k(\gamma'_ke'_k-\gamma_ke_k)\) to first order. A relative error \(u\) common to all four constants scales both Hamiltonians by \(1+u\) and displaces it by exactly \(-u\Delta_\alpha\).

### Numbers for \((0,0)\to(1,0)\)

For nuclei fixed at distance \(R\), the electron obeys \([-\hbar^2\nabla^2/2m_e-E_ha_0(1/r_1+1/r_2)]\psi=\varepsilon(R)\psi\), and \(U(R)=\varepsilon+E_ha_0/R\). With \(\xi=(r_1+r_2)/R\) and \(\eta=(r_1-r_2)/R\), the volume element is \((R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\) and the nuclei lie at \(\xi=1\), \(\eta=\pm1\). The \(1s\sigma_g\) state was found variationally in the basis \(e^{-x/2}L_j(x)P_k(\eta)\), with \(x=2p(\xi-1)\), \(p\approx(R/a_0)\sqrt{-\varepsilon/2E_h}\), 24 Laguerre polynomials and 10 even Legendre polynomials. The state is even in \(\eta\), so both nuclei see the same \(\rho(R)=|\psi(1,1)|^2\). At \(R=2a_0\), \(\rho=1.41492\times10^{30}\) m⁻³. The radial equation \([-(\hbar^2/2\mu)\,d^2/dR^2+U+\hbar^2N(N+1)/2\mu R^2]\chi=E\chi\) was solved in a sinc discrete-variable representation on 87 points from \(0.7a_0\) to \(5a_0\), and \(\langle\rho\rangle_v=\int\chi_v^2\rho\,dR\).

The model omits the diagonal adiabatic correction and the nonadiabatic couplings, which are governed by the small ratio \(m_e/\mu\approx8\times10^{-4}\), as well as relativistic, further QED and nuclear-structure corrections. In a hydrogen atom the density at the nucleus scales as the cube of the electron's reduced mass, so the finite proton mass changes it by \(3m_e/m_p\approx1.6\times10^{-3}\). A change of this size moves \(E_4\) by \(1.5\) MHz, so for the real ion the third figure of \(E_4\) and the fourth of \(E_5\) are already uncertain. More digits are carried below only so that the arithmetic closes.

The averages are \(\langle\rho\rangle_0=1.39975\times10^{30}\) m⁻³ and \(\langle\rho\rangle_1=1.36766\times10^{30}\) m⁻³. For \(v=0\), \(E_4=1.185829\times10^{-22}\times5.585695\times1.39975\times10^{30}\) Hz \(=927.15\) MHz and \(E_5=927.149/6.51440=142.323\) MHz. Then \(E_4-\tfrac12E_5=855.99\) MHz and \(\sqrt2E_5=201.28\) MHz, so \(D=\sqrt{855.99^2+201.28^2}=879.33\) MHz, \(\tan2\theta=0.23514\), \(\theta=0.11547\) rad and \(\sin^2\theta=0.01327\). The levels are \(E_2=231.79+71.16=302.95\) MHz, \(E_0=231.79-142.32=89.46\) MHz (from unrounded values), and \(E_\pm=-267.37\pm439.67\) MHz. For \(v=1\), \(E'_4=905.892\) MHz, \(E'_5=139.060\) MHz and \(D'=859.172\) MHz. All entries below are in MHz except the \(\gamma\), which are the same for both \(v\).

| level | \(E\) | \(E'\) | \(\Delta\) | \(\gamma_4\) | \(\gamma_5\) |
|---|---|---|---|---|---|
| \(J=2\) | 302.949 | 296.003 | −6.946 | 0.2500 | 0.5000 |
| \(1+\) | 172.298 | 168.348 | −3.950 | 0.2367 | −0.3315 |
| \(1-\) | −707.034 | −690.824 | 16.210 | −0.7367 | −0.1685 |
| \(J=0\) | 89.464 | 87.413 | −2.051 | 0.2500 | −1.0000 |

The weighted sum is \(-34.730+3(12.260)-2.051=-0.001\) MHz, zero within the rounding of the entries. The unweighted mean is \(3.263/4=0.816\) MHz, equal to \(-\tfrac14\delta E_5\) with \(\delta E_5=-3.263\) MHz.

The vibrational energies \(-2.6075232\times10^{-18}\) J and \(-2.5695106\times10^{-18}\) J differ by \(3.80126\times10^{-20}\) J, so \(f_{\rm sa}=57.4\) THz, or \(1914\) cm⁻¹, reached with two photons of \(10.45\) µm. A relative correction of order \(m_e/\mu\) to this value amounts to tens of GHz, far above the spin shifts. The computed \(f_{\rm sa}\) therefore serves only as a scale, against which the shifts range from \(3.6\times10^{-8}\) (\(J=0\)) to \(2.8\times10^{-7}\) (\(1-\)) in magnitude. The closest \(N=1\) level of the radial equation is detuned by \(27.4\) THz, so \(E_4/\Delta_n=3.4\times10^{-5}\). The next \(N=1\) level lies about \(30\) THz away on the other side of the photon energy, and the two contributions cancel to about an eighth of the larger one. Excited electronic states also act as intermediate states. Through the \(R\)-dependence of the polarizability they contribute about three times this remainder, with the opposite sign, so the total amplitude is about a quarter of the largest term. This raises the bound on the relative corrections to one to a few times \(10^{-4}\), still small enough to justify the spin-identity form of the two-photon operator. In a one-line extraction from \(1-\), a common error \(u=10^{-3}\) costs \(16\) kHz, while the same relative error in \(E'_4\) alone costs \(0.7367\times0.906=0.67\) MHz.

Because both nuclei see the same density, \(E_4/E_5=g_p/g_d\) for every \(v\), so \(\delta=0\) and the weak lines vanish. Moreover \(H'=(\langle\rho\rangle_1/\langle\rho\rangle_0)H\), and every shift is the fraction \(1.36766/1.39975-1=-0.0229\) of its level energy. Within this restricted family many weightings cancel the shifts and the uniqueness argument does not apply. The unequal nuclear masses break the symmetry between the nuclei beyond this approximation. As a model of the consequence, with a chosen size, lower \(E'_4\) and raise \(E'_5\) by 1%, to \(896.833\) and \(140.451\) MHz. The formula for \(\tan2\theta'\) gives \(\delta=2.44\times10^{-3}\) rad and \(3\sin^2\delta=1.785\times10^{-5}\). The weak lines lie at \(+872.782\) MHz (\(1-\to1+\)) and \(-856.688\) MHz (\(1+\to1-\)) from \(f_{\rm sa}\), and the strong shifts become \(-8.515\), \(-6.551\), \(22.645\) and \(-5.706\) MHz in the order of the table. With \(\Delta_++\Delta_-=16.094\) MHz, the intensity centroid of the strong lines is off by \(-1.785\times10^{-5}\times16.094\ \text{MHz}/12=-24\) Hz. The weak lines balance this, since their shifts also add to \(16.094\) MHz. The 1% is far larger than the asymmetry expected in the real ion. A two-state estimate mixes \(2p\sigma_u\) into \(1s\sigma_g\) with amplitude equal to half the difference of the H and D 1s energies divided by the gap. It changes \(E_5/E_4\) by only about \(7\times10^{-5}\) between \(v=0\) and \(v=1\), against \(2\times10^{-2}\) in the model, which puts the weak strengths near \(2\times10^{-10}\) and the centroid offset below a millihertz. All these figures hold for the spin-identity operator. Its neglected corrections to the strengths are not evaluated here, so the offset in hertz need not carry over to the real lines, whereas the \((5,3,3,1)/12\) rule uses positions only and does not depend on the strengths.

## Comparison

The estimate \(E_4\approx711\) MHz is 23% below the computed \(927\) MHz, and \(E_5\) is low by the same fraction. The whole difference is the density: \(\langle\rho\rangle_0/\rho_H=1.39975/2.14806=0.652\) instead of \(0.5\). This is above the separated-atom limit \(\tfrac12\) and far below the united-atom limit \(Z^3=8\). The two limits do not bound \(\rho(R)/\rho_H\): it falls below \(\tfrac12\) near \(R=2.9a_0\), has a minimum of about \(0.45\) near \(4.4a_0\), and approaches \(\tfrac12\) from below. The levels \(E_2\) and \(E_0\), linear in the constants, carry the same 23%.

The scaling gave a mixing probability of \(0.024\) against the exact \(0.0133\), and a repulsion of \(17\) MHz against the exact \(172.30-(231.79-71.16)=11.67\) MHz. For the mixing probability the ratio \(0.0133/0.0236=0.56\) is mainly \(|b|^2=\tfrac12\). For the repulsion this factor is partly offset by the low estimate of the constants: with the computed ones \(E_5^2/E_4=21.85\) MHz and \(11.67/21.85=0.53\). With \(y=E_5/E_4=0.15351\) and \(a=1-y/2\), the repulsion is \(\tfrac12E_4(\sqrt{a^2+2y^2}-a)\), and \(\sqrt{a^2+2y^2}=a+y^2/a-y^4/2a^3+O(y^6)\). Inserting \(1/a=1+y/2+y^2/4+y^3/8+\dots\) and \(1/a^3=1+3y/2+\dots\),
\[
\frac{E_+}{E_4}=\frac14-\frac y2+\frac{y^2}{2}+\frac{y^3}{4}+\left(\frac18-\frac14\right)y^4+\left(\frac1{16}-\frac38\right)y^5+\dots
\]
Through \(y^2\) this gives \(171.55\) MHz, short of the exact value by \(0.75\) MHz. The next three terms, \(0.84-0.06-0.02\) MHz, supply that amount within rounding.

The estimate \(f\sim188\) THz is 3.3 times too large. Since \(\omega\propto\sqrt{k}\) in the harmonic approximation, the effective force constant is about a tenth of \(E_h/a_0^2\). The fractional change of density, estimated as \(0.03\), is \(-0.023\), and the largest shift, estimated as \(15\) MHz, is \(16.2\) MHz. This closeness is partly accidental, because the low estimate of \(|E_-|\) offsets the high estimate of the fraction, and because the softer bond alone would enlarge the displacements beyond the scaling value. On the sign, the mean distance grows from \(108.714\) pm to \(114.881\) pm. The slope \(\Delta\langle\rho\rangle/\Delta\langle R\rangle=-0.03209/6.167=-0.0052\), in \(10^{30}\) m⁻³ per pm, is nearly that between \(R=2a_0=105.835\) pm and the \(v=0\) average, \(-0.01517/2.879=-0.0053\). This agreement says little about the shape of \(\rho(R)\). With \(x=R-R_e\) and \(\rho\approx\rho_e+\rho'x+\tfrac12\rho''x^2\), both \(\langle x\rangle\) and \(\langle x^2\rangle\) grow as \(v+\tfrac12\) to leading order, and \(2a_0\) is close to \(R_e\) (extrapolating \(\langle R\rangle\) gives \(108.714-6.167/2=105.63\) pm), so at this order the two slopes agree for any curvature \(\rho''\). The next-order terms, the anharmonic growth of \(\langle x^2\rangle\) and the cubic part of \(\rho(R)\), are not small, so agreement as close as 2% is partly accidental. These numbers fix the net sign of the change but do not separate the stretch term from the curvature term. A negative fraction shrinks the spin pattern of the upper level, so the three lines from levels above the centroid move below \(f_{\rm sa}\) and the \(1-\) line moves above it.
